# Linear-response resistor network for hopping between oxide traps: two derivations

Suppose the low-field leakage through a cluster of traps in a gate oxide is to be computed. One can iterate the nonlinear trap occupations together with the local potential, simulate the full many-electron hopping process, or solve one linear system built from equilibrium quantities. The third choice is the cheapest. Whether it is good enough depends on where the resistor network comes from and what was discarded on the way. Two derivations are given below: the first yields the network as a linearised mean-field equation, the second as a variational approximation whose error has a known sign.

## Model and result

Each of \(N\) traps has one non-degenerate level that holds zero or one electron. Spin degeneracy and interactions between trapped electrons are left out. The traps lie between two metal electrodes, and direct tunnelling from one electrode to the other is omitted. Transfers are incoherent, and the levels are taken as sharp on the scale of \(kT\).

An electron hops from trap \(i\) to an empty trap \(j\) at the Miller-Abrahams rate

\[
W_{ij}=\nu_0e^{-2r_{ij}/a}\exp\!\left[-\frac{\max(E_j-E_i,0)}{kT}\right].
\]

Here \(r_{ij}\) is the distance, \(a\) the decay length of the localised state and \(\nu_0\) the attempt rate. The energies are the instantaneous ones, including any applied potential. Since \(\max(y,0)-\max(-y,0)=y\),

\[
\frac{W_{ij}}{W_{ji}}=e^{-(E_j-E_i)/kT}. \tag{1}
\]

Electrode \(c\) fills an empty trap at the rate \(\gamma_{ic}f_c(E_i)\) and empties a full one at \(\gamma_{ic}[1-f_c(E_i)]\), where \(f_c\) is the electrode's Fermi function. This is elastic exchange.

The equilibrium Fermi level is the zero of energy, and \(f_i=1/(1+e^{E_i/kT})\) is the equilibrium occupation. The left electrode is held at voltage \(0\) and the right one at \(V\). An electron has charge \(-e\), so \(\delta\mu_c=-eV_c\). For \(V>0\) electrons travel from left to right, and the current \(I\), counted positive from right to left, is positive.

The result is a network with the conductances

\[
G_{ij}=\frac{e^2}{kT}\Gamma_{ij},\quad \Gamma_{ij}=f_i(1-f_j)W_{ij},\qquad
G_{ic}=\frac{e^2}{kT}\gamma_{ic}f_i(1-f_i), \tag{2}
\]

all evaluated at equilibrium.

## First derivation: linearised mean-field kinetics

Let \(p_i\) be the mean occupation of trap \(i\). Replacing the joint probability that \(i\) is full and \(j\) empty by \(p_i(1-p_j)\) gives the factorised master equation

\[
\frac{dp_i}{dt}=-\sum_jJ_{ij}+\sum_c\gamma_{ic}[f_c(E_i)-p_i],
\]
\[
J_{ij}=p_i(1-p_j)W_{ij}-p_j(1-p_i)W_{ji}.
\]

The electrode term follows from \((1-p_i)f_c-p_i(1-f_c)=f_c-p_i\).

**Equilibrium.** From \(f_i/(1-f_i)=e^{-E_i/kT}\) and (1),

\[
\frac{\Gamma_{ij}}{\Gamma_{ji}}
=\frac{f_i}{1-f_i}\,\frac{1-f_j}{f_j}\,\frac{W_{ij}}{W_{ji}}
=e^{[-E_i+E_j-(E_j-E_i)]/kT}=1 .
\]

Every link is therefore balanced separately, and \(\Gamma_{ij}\) is symmetric, as a resistor requires.

**Under bias.** Any occupation between zero and one can be expressed through a trap electrochemical potential \(\mu_i\):

\[
p_i=\frac1{1+e^{(E_i-\mu_i)/kT}},\qquad \frac{p_i}{1-p_i}=e^{-(E_i-\mu_i)/kT}.
\]

This is a change of variable, not an assumption of local equilibrium. The ratio of backward to forward flux on a link is

\[
\frac{p_j(1-p_i)W_{ji}}{p_i(1-p_j)W_{ij}}
=e^{[-(E_j-\mu_j)+(E_i-\mu_i)+(E_j-E_i)]/kT}
=e^{(\mu_j-\mu_i)/kT}.
\]

The site energies have cancelled, and within the factorised model, at any bias,

\[
J_{ij}=p_i(1-p_j)W_{ij}\left[1-e^{(\mu_j-\mu_i)/kT}\right]. \tag{3}
\]

Near equilibrium \(\mu_i=\delta\mu_i\) is small. The bracket is then \((\delta\mu_i-\delta\mu_j)/kT\) to first order. Because it is already first order, its prefactor may be taken at equilibrium, where it equals \(\Gamma_{ij}\):

\[
J_{ij}=\frac{\Gamma_{ij}}{kT}(\delta\mu_i-\delta\mu_j).
\]

Define the node voltage \(V_i=-\delta\mu_i/e\). The electric current from \(i\) to \(j\) is

\[
-eJ_{ij}=-\frac{e\Gamma_{ij}}{kT}(-eV_i+eV_j)=G_{ij}(V_i-V_j).
\]

One minus sign comes from the electron's charge and the other from the definition of voltage.

For an electrode, \(f_c(E_i)\) and \(p_i\) are the same Fermi function of the same energy with different chemical potentials. Since \(\partial f/\partial\mu=f(1-f)/kT\),

\[
\gamma_{ic}[f_c(E_i)-p_i]=\frac{\gamma_{ic}f_i(1-f_i)}{kT}(\delta\mu_c-\delta\mu_i).
\]

Multiplication by \(-e\) gives the electric current from electrode to trap, \(G_{ic}(V_c-V_i)\).

**The local potential.** Let \(\varphi_i\) be the bias-induced change of electrostatic potential at trap \(i\), so that \(\delta E_i=-e\varphi_i\). The occupation depends on \(E_i-\mu_i\), hence

\[
\delta p_i=\frac{f_i(1-f_i)}{kT}(\delta\mu_i-\delta E_i)
=-\frac{e f_i(1-f_i)}{kT}(V_i-\varphi_i).
\]

The extra charge is \(-e\,\delta p_i=C_i(V_i-\varphi_i)\) with \(C_i=e^2f_i(1-f_i)/kT\). Charge conservation becomes

\[
C_i\frac{d(V_i-\varphi_i)}{dt}=\sum_jG_{ij}(V_j-V_i)+\sum_cG_{ic}(V_c-V_i). \tag{4}
\]

The capacitor joins the node to its local electrostatic potential, not to ground. In a steady state the left side vanishes and \(\varphi_i\) disappears. The DC conductance to first order therefore does not depend on how the voltage drop is distributed in the oxide. The charge stored on the traps does depend on it.

In steady state (4) is a linear system for \(V_i\), and the current into the left electrode gives

\[
G=\frac IV=\sum_iG_{iL}\frac{V_i}{V}. \tag{5}
\]

Apart from the explicit Miller-Abrahams rate, this derivation used only the balance relation (1) for the hops. Another hopping law that obeys it gives the same network with its own \(\Gamma_{ij}\).

## Second derivation: least dissipation in the full process

Now the occupations are not factorised. A configuration is \(n=(n_1,\dots,n_N)\) with \(n_i=0\) or \(1\), and \(P(n)\) is its probability. Without interactions the equilibrium distribution is the product

\[
\pi(n)=\prod_i f_i^{\,n_i}(1-f_i)^{1-n_i}.
\]

Let \(b\) denote a transition \(n\to n'\), counted once together with its reverse. It is either a hop \(i\to j\) or an injection from electrode \(c\) into \(i\). Its equilibrium rates \(w_b\) and \(\bar w_b\) satisfy \(\pi(n)w_b=\pi(n')\bar w_b\equiv K_b\). For hops this is the symmetry of \(\Gamma_{ij}\); for injection it is \((1-f_i)\gamma_{ic}f_i=f_i\gamma_{ic}(1-f_i)\).

Bias multiplies the ratio of forward to backward rate by \(e^{a_b/kT}\), where

\[
a_b=\delta E_i-\delta E_j\ \text{(hop)},\qquad
a_b=\delta\mu_c-\delta E_i\ \text{(injection)}.
\]

Write the first-order distribution, without loss of generality, as

\[
P(n)=\pi(n)\left[1+\frac{-eU(n)-\sum_k n_k\delta E_k}{kT}\right].
\]

The unknown \(U(n)\) is a voltage attached to a whole configuration. The net flux along \(b\) is then, to first order,

\[
j_b=\frac{K_b}{kT}\Big[eU(n')-eU(n)+\sum_k(n'_k-n_k)\delta E_k+a_b\Big].
\]

For a hop the sum is \(\delta E_j-\delta E_i\), which cancels \(a_b\). For an injection it is \(\delta E_i\), which leaves \(\delta\mu_c=-eV_c\). Hence

\[
j_b=\frac{eK_b}{kT}D_b,\qquad D_b=U(n')-U(n)-A_b, \tag{6}
\]

with \(A_b=0\) for hops and \(A_b=V_c\) for injections. The local potential drops out of the full process as well. Equation (6) describes a resistor network whose nodes are the \(2^N\) configurations, with voltage sources in the electrode branches.

**The minimum principle.** Consider

\[
\Phi[U]=\frac{e^2}{kT}\sum_bK_bD_b^2 .
\]

Its derivative with respect to \(U(m)\) is proportional to the net flux into configuration \(m\), so stationarity of \(\Phi\) is the steady-state condition. As \(\Phi\) is a sum of squares with positive weights, the stationary value is the minimum.

To find that value, write one factor \(D_b\) as \(U(n')-U(n)-A_b\). The part with \(U(n')-U(n)\) sums to zero, because at every configuration \(U\) multiplies a vanishing net flux. Only the right electrode has \(A_b\ne0\), so

\[
\Phi_{\min}=-\frac{e^2}{kT}V\sum_{b\in R}K_bD_b=-eV\sum_{b\in R}j_b .
\]

The last sum is the number of electrons injected per second from the right. In steady state it equals \(-I/e\), and therefore \(\Phi_{\min}=IV=G_{\rm ex}V^2\), where \(G_{\rm ex}\) is the conductance of the full exclusion process.

**Additive trial voltages.** Restrict \(U\) to \(U(n)=\sum_in_iV_i\). Every hop \(i\to j\) then has \(D_b=V_j-V_i\), whatever the other traps hold. Summing \(K_b\) over their configurations gives \(f_i(1-f_j)W_{ij}=\Gamma_{ij}\), since their probabilities add to one. Injection has \(D_b=V_i-V_c\) and total weight \(\gamma_{ic}f_i(1-f_i)\). Thus

\[
\Phi=\sum_{i<j}G_{ij}(V_i-V_j)^2+\sum_{i,c}G_{ic}(V_i-V_c)^2,
\]

with exactly the conductances (2). Minimising over \(V_i\) gives the steady form of (4), and the minimum is \(GV^2\). A minimum over a restricted set cannot lie below the unrestricted one, so

\[
G_{\rm ex}\le G. \tag{7}
\]

## What each derivation assumes

Both need weak, incoherent transfer, balanced rates and a small bias. They differ in their treatment of correlations.

The first derivation discards the covariance \(\kappa_{ij}=\langle n_in_j\rangle-p_ip_j\) before linearising. Inserting \(\langle n_i(1-n_j)\rangle=p_i(1-p_j)-\kappa_{ij}\), and the same with \(i,j\) exchanged, gives the flux of the full process:

\[
J^{\rm ex}_{ij}=J_{ij}-(W_{ij}-W_{ji})\kappa_{ij}. \tag{8}
\]

At equilibrium \(\kappa_{ij}=0\), but under bias it can be proportional to \(V\), like the current itself. Lowering the voltage therefore does not, in general, repair the factorisation.

The second derivation makes no factorisation. Its approximation is the additive form of \(U(n)\), and it tells us that the network errs upwards in total conductance. It gives no such bound for individual link currents, and it treats only the steady state. The first derivation also supplies the capacitors and the finite-bias flux (3).

Two simple cases, among others, have no correlation error. For a single trap, an additive \(U\) is already the most general one up to a constant. For traps of equal energy, one may set \(\delta E_i=0\), since the local potential has dropped out. Then \(W_{ij}=W_{ji}\), the last term in (8) vanishes, and the equations for the \(p_i\) close by themselves.

Repulsion between trapped electrons would destroy the product form of \(\pi(n)\), and with it the simple expressions (2).

## Two limits

**One trap.** The two electrode conductances are in series:

\[
G=\frac{G_LG_R}{G_L+G_R}=\frac{e^2}{kT}f(1-f)\frac{\gamma_L\gamma_R}{\gamma_L+\gamma_R}.
\]

The thermal factor is largest, \(1/4\), for a level at the Fermi energy. If \(\gamma_L=\nu_0e^{-2z/a}\) and \(\gamma_R=\nu_0e^{-2(d-z)/a}\) for an oxide of thickness \(d\), the product \(\gamma_L\gamma_R\) does not depend on \(z\). The sum is smallest at \(z=d/2\), so a central trap conducts best.

**Levels far from the Fermi energy.** Use

\[
f_i=\frac{e^{-E_i/2kT}}{2\cosh(E_i/2kT)},\qquad
1-f_j=\frac{e^{E_j/2kT}}{2\cosh(E_j/2kT)},
\]

and \(\max(y,0)=(y+|y|)/2\). The terms linear in \(E_j-E_i\) cancel, leaving

\[
\Gamma_{ij}=\frac{\nu_0e^{-2r_{ij}/a}e^{-|E_i-E_j|/2kT}}{4\cosh(E_i/2kT)\cosh(E_j/2kT)} .
\]

With \(2\cosh(x/2)=e^{|x|/2}(1+e^{-|x|})\), this becomes

\[
\Gamma_{ij}=\frac{\nu_0\exp\!\left[-\dfrac{2r_{ij}}a-\dfrac{|E_i|+|E_j|+|E_i-E_j|}{2kT}\right]}{(1+e^{-|E_i|/kT})(1+e^{-|E_j|/kT})}.
\]

When both levels are many \(kT\) from the Fermi energy, the denominator tends to one and the familiar exponential resistance remains. The denominator never exceeds four, so using the exponential alone overestimates a link conductance by at most that factor.

## Five traps in a model oxide

Take a 5 nm oxide at 300 K with \(a=0.3\) nm and \(\nu_0=10^{12}\ \mathrm{s^{-1}}\), and the electrode rates just given. These are round model parameters. With \(a=\hbar/\sqrt{2m^*\Phi_B}\) and \(m^*=0.5\,m_e\), \(a=0.3\) nm corresponds to a barrier \(\Phi_B\) of only 0.85 eV. A 3.1 eV barrier, as for levels at the Fermi energy in silicon dioxide, gives \(a\approx0.16\) nm. That would lower the network conductance found below from 9.77 pS to about 0.004 pS, while \(G_{\rm ex}/G\) would change only from 0.82 to 0.83. Trap positions and energies are listed in the numerical output below.

For link 1-2, \(r=1.269\) nm and \(\Gamma_{12}=3.326\times10^6\ \mathrm{s^{-1}}\). The prefactor \(e^2\nu_0/kT\) is 6.1975 µS, so

\[
G_{12}=6.1975\times10^{6}\ \mathrm{pS}\times\frac{3.326\times10^6}{10^{12}}=20.6\ \mathrm{pS}.
\]

The node voltages are \(0.0074V\) and \(0.3698V\). This link therefore contributes \(20.61\times0.3624=7.47\) pS to the total of 9.77 pS, or 76% of the current. The network resistance is 102 GΩ.

The main route runs from trap 1 through 2 to 4, where it divides: part goes directly to the right electrode and part through trap 5. Keeping these elements alone, the last stage is

\[
8.226+\frac{15.78\times636.8}{15.78+636.8}=23.6\ \mathrm{pS},
\]

and the series sum is

\[
\frac1{1251}+\frac1{20.61}+\frac1{35.92}+\frac1{23.6}\approx0.120\ \mathrm{pS^{-1}},
\]

or about 8.4 pS. Deleting resistors removes non-negative terms from \(\Phi\), so this is a lower bound on the network conductance. It is not a bound on \(G_{\rm ex}\).

The full exclusion process on all 32 configurations gives 7.99 pS, 18% below the network value. The single-route estimate happens to lie above it. In 30 further sets, with trap coordinates displaced by up to 0.2 nm and energies drawn within 0.1 eV of the Fermi level, the ratio \(G_{\rm ex}/G\) ranged from 0.70 to 0.996. Each set was tested against (7). With all five energies equal, the ratio was one within numerical accuracy, as derived.

The independence of the local potential was tested by solving the nonlinear mean-field equations at very small bias for three potential profiles. All reproduced the network conductance. The same held for a one-phonon rate with a coupling spectrum proportional to the phonon energy, in which the exponential factor of \(W_{ij}\) is replaced by \(x/(e^x-1)\) with \(x=(E_j-E_i)/kT\). The conductance is then 28.2 pS: the network rule survives the change of rate law, but its value does not.

**Finite bias.** In (3) the prefactor itself changes with bias, which generally gives a current correction of order \(V^2\). If two levels coincide at equilibrium, the kink of the Miller-Abrahams rate can add a term of order \(V|V|\). Neither alters the linear conductance. A stack that is its own mirror image, including the way the applied voltage drops across it, has \(I(-V)=-I(V)\), so its even part vanishes; the present one is not symmetric.

For a uniform field the mean-field current at 10 mV exceeds the network value by 0.6%, and at \(+50\) mV by 5.1%. At \(-50\) mV the two agree to 0.02%, which does not mean that the response is linear there. The two currents, 513.1 and \(-488.2\) fA, have an odd part of 500.7 fA and an even part of 12.5 fA. The odd part exceeds the network value of 488.3 fA by 12.4 fA, and at negative bias the even part nearly cancels this excess. Unlike the linear conductance, these corrections depend on the potential profile. If all traps sat at \(\varphi_i=V/2\), the mean-field current would depart from the network value by \(\pm3.6\)% at \(\pm10\) mV, by \(+17\)% at \(+50\) mV and by \(-18\)% at \(-50\) mV.

**Time scale.** With the local potentials held fixed, the slowest mean-field relaxation time is 48 ns. A single node gives a lower estimate. In the variables \(\sqrt{C_i}\,V_i\) the relaxation matrix is symmetric, and its smallest eigenvalue cannot exceed any diagonal element. At trap 4 the attached conductances add to 68.0 pS and \(C_4=1.339\) aF, so the slowest time is at least \(1.339\ \mathrm{aF}/68.0\ \mathrm{pS}=19.7\) ns. The full process cannot relax faster than the mean-field one, because the mean-field modes are again the additive trial functions; its slowest time here is 50 ns. The DC description applies to voltage changes that are slow compared with this time.

For the initial decision, the linear solve suffices when the rates suit the traps, repulsion between trapped electrons is negligible, the bias is well below \(kT/e\), about 26 mV here, and an overestimate from neglected correlations is tolerable. In this cluster that overestimate is 22% relative to the full process. Among the 30 further sets it reached 43%. In 800 sets drawn the same way, about one in twenty exceeded that and the worst reached 130%, so no small upper limit can be assumed. If it matters, iterating the mean-field equations will not remove it; the correlations themselves must be computed.

The condition on repulsion is a severe one for a dense cluster. At the 1.27 nm between traps 1 and 2, and with a relative permittivity of 3.9, the Coulomb energy of two electrons is 0.29 eV before screening by the electrodes, about eleven times \(kT\). Image charges in the two electrodes reduce it to 0.16 eV, still six times \(kT\). With this screened repulsion the full process gives 5.0 pS if the listed energies refer to all other traps empty, and 40 pS if they already include the mean repulsion from the occupations \(f_j\), so the change can go either way. The 22% compares two treatments of the same non-interacting model and does not include this effect. Where repulsion matters, it must be added to the energies of the configurations in the full process.

The numbers above belong to the model, not to a particular oxide. In many oxide defects the surrounding lattice relaxes strongly when an electron is captured. Miller-Abrahams hops and elastic electrode exchange leave this out, and rates that include it can be smaller by orders of magnitude. Nor does the linear conductance give the leakage at an operating voltage of about one volt, which is far above \(kT/e\).

## Numbers as computed

```
T = 300 K, kT = 25.852 meV, a = 0.3 nm
nu0 = 1.0e+12 1/s, oxide thickness = 5.0 nm
prefactor e^2 nu0/kT = 6.1975 uS
trap: x y z (nm), E (eV), f, C (aF)
 1: 0.0 0.0 0.9, 0.06, 0.0894, 0.5046
 2: 0.6 0.2 2.0, -0.04, 0.8245, 0.8967
 3: -0.5 0.3 2.3, 0.10, 0.0205, 0.1243
 4: 0.3 -0.4 3.2, 0.02, 0.3157, 1.3389
 5: 0.1 0.5 4.1, -0.08, 0.9567, 0.2569
trap: G_left (pS), G_right (pS), V_i/V, left and right current share
 1: 1251, 6.795e-07, 0.0074, 0.9439, 0.0000
 2: 1.452, 0.001848, 0.3698, 0.0550, 0.0001
 3: 0.02724, 0.001892, 0.3728, 0.0010, 0.0001
 4: 0.0007274, 8.226, 0.5898, 0.0000, 0.3455
 5: 3.46e-07, 636.8, 0.9900, 0.0000, 0.6543
link: r (nm), flux Gamma (1/s), G (pS), electron current share i->j
 1-2: 1.269, 3.326e+06, 20.61, 0.7648
 1-3: 1.517, 7.577e+05, 4.696, 0.1757
 1-4: 2.354, 9373, 0.05809, 0.0035
 1-5: 3.240, 1.608, 9.967e-06, 0.0000
 2-3: 1.145, 1.744e+06, 10.81, 0.0034
 2-4: 1.375, 5.796e+06, 35.92, 0.8094
 2-5: 2.179, 1.749e+04, 0.1084, 0.0069
 3-4: 1.393, 1.299e+06, 8.052, 0.1789
 3-5: 1.908, 2655, 0.01645, 0.0010
 4-5: 1.288, 2.545e+06, 15.78, 0.6463
Gamma / exponential form: 0.564 to 0.937
network conductance = 9.7663 pS, resistance = 102.3928 GOhm
network conductance with Bose rate law = 28.2440 pS
relaxation times (ns): 0.3936, 0.3953, 5.017, 10.37, 47.66
bias (mV): nonlinear current (fA), network current (fA), ratio
 1: 9.7709, 9.7663, 1.00047
 10: 98.2130, 97.6631, 1.00563
 50: 513.1404, 488.3156, 1.05084
 -50: -488.2165, -488.3156, 0.99980
doubling V: even current x 4.0001, odd excess x 4.0000
exclusion-process conductance = 7.9878 pS
exclusion / network = 0.81789
exclusion / network, all energies equal = 1.000000
exclusion / network, 30 random sets: 0.69754 to 0.99575
```
